# Photoionization Cross Sections by Numerov Integration, Coulomb Matching and Length-Velocity Tests: verification in Python

```python
"""Photoionization in a local central potential, Hartree atomic units.

Result under test: with a final radial function u_E normalized per unit energy,
  sigma = (4 pi^2 alpha/3) omega a0^2 N/(2l+1) * sum_l' max(l,l') R_l'^2,
and the length, velocity and acceleration forms of R agree if the initial and
final states share one local potential V.
Symbols: u = r * radial function, E = k^2/2 photoelectron energy, omega photon
energy, N electrons in the subshell, l and l' initial and final angular momenta.
Model: V(r) = -(1 + (Z-1) exp(-mu r))/r; Z = 1 is hydrogen.
"""
import numpy as np
import mpmath as mp
from math import pi, sqrt, exp, atan, atan2, hypot, sin, gamma
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from sympy.physics.wigner import gaunt

ALPHA = const.fine_structure
BOHR2_MB = const.physical_constants['Bohr radius'][0]**2 / 1e-22
HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]


def potential(r, Z, mu):
    return -(1 + (Z - 1) * np.exp(-mu * r)) / r


def potential_slope(r, Z, mu):
    e = (Z - 1) * np.exp(-mu * r)
    return (1 + e) / r**2 + mu * e / r


def make_grid(r_max, h):
    return np.linspace(0, r_max, int(round(r_max / h)) + 1)


def numerov_weights(r, l, E, Z, mu):
    """h^2 g/12 for u'' = g u; the entry at the origin is never used."""
    x, t = r[1:], np.zeros_like(r)
    t[1:] = r[1]**2 / 12 * (l*(l + 1)/x**2 + 2*(potential(x, Z, mu) - E))
    return t.tolist()


def march(T, first, second):
    u = [first, second]
    for i in range(1, len(T) - 1):
        u.append(((2 + 10*T[i])*u[i] - (1 - T[i-1])*u[i-1]) / (1 - T[i+1]))
    return u


def series_value(x, l, E, Z, mu):
    """Regular solution near the origin from its power series."""
    v0, v1 = (Z - 1)*mu, -(Z - 1)*mu**2/2
    c1 = -Z/(l + 1)
    c2 = (-2*Z*c1 + 2*(v0 - E)) / (4*l + 6)
    c3 = (-2*Z*c2 + 2*(v0 - E)*c1 + 2*v1) / (6*l + 12)
    return x**(l + 1) * (1 + c1*x + c2*x**2 + c3*x**3)


def raw_wave(r, l, E, Z, mu):
    T = numerov_weights(r, l, E, Z, mu)
    a, b = (series_value(x, l, E, Z, mu) for x in (float(r[1]), float(r[2])))
    return np.array([0.0] + march(T[1:], a, b))


def bound_state(r, l, Z, mu, r_join, r_tail, E_low, E_high):
    h = float(r[1])
    m, tail = int(round(r_join/h)), int(round(r_tail/h))

    def pieces(E):
        T = numerov_weights(r, l, E, Z, mu)
        a, b = (series_value(x, l, E, Z, mu) for x in (h, 2*h))
        out = np.array(march(T[1:m+1], a, b))
        inner = march(T[m:tail+1][::-1], 1e-20, 1e-20*exp(sqrt(-2*E)*h))
        inn = np.array(inner[::-1])
        return T, out/out[-1], inn/inn[0]

    def residual(E):
        T, out, inn = pieces(E)
        return (1 - T[m+1])*inn[1] + (1 - T[m-1])*out[-2] - (2 + 10*T[m])

    E = brentq(residual, E_low, E_high, xtol=1e-13)
    _, out, inn = pieces(E)
    u = np.zeros_like(r)
    u[1:m+1], u[m:tail+1] = out, inn
    return E, u / sqrt(simpson(u*u, dx=h))


def energy_factor(u, r, l, E, end=None, coulomb=True):
    """Scale factor to unit density per hartree, and phase shift modulo pi."""
    end = len(r) - 1 if end is None else end
    k = sqrt(2*E)
    start = end - int(round(pi/(2*k)/r[1]))
    rows = []
    for i in (start, end):
        x = float(k*r[i])
        if coulomb:
            rows.append([float(mp.re(mp.coulombf(l, -1/k, x))),
                         float(mp.re(mp.coulombg(l, -1/k, x)))])
        else:
            rows.append([x*spherical_jn(l, x), -x*spherical_yn(l, x)])
    a, b = np.linalg.solve(np.array(rows), np.array([u[start], u[end]]))
    return sqrt(2/(pi*k)) / hypot(a, b), atan2(b, a) % pi


def continuum(r, l, E, Z, mu):
    u = raw_wave(r, l, E, Z, mu)
    factor, delta = energy_factor(u, r, l, E)
    return factor*u, delta


def integrate(values, h):
    """All integrands used here vanish at the origin."""
    return float(simpson(np.concatenate(([0.0], values)), dx=h))


def dipole_forms(r, ui, li, uf, lf, omega, Z, mu):
    h, x = float(r[1]), r[1:]
    d = np.zeros_like(ui)
    d[2:-2] = (ui[:-4] - 8*ui[1:-3] + 8*ui[3:-1] - ui[4:]) / (12*h)
    d[1] = (-3*ui[0] - 10*ui[1] + 18*ui[2] - 6*ui[3] + ui[4]) / (12*h)
    c = -(li + 1) if lf > li else li
    f, g = uf[1:], ui[1:]
    return (integrate(f*x*g, h),
            -integrate(f*(d[1:] + c*g/x), h)/omega,
            integrate(f*potential_slope(x, Z, mu)*g, h)/omega**2)


def cross_section(omega, li, electrons, amplitudes):
    total = sum(max(li, lf)*R**2 for lf, R in amplitudes.items())
    return (4*pi**2*ALPHA/3*omega*electrons/(2*li + 1)*total*BOHR2_MB)


def variational_energy(l, Z, mu, beta, size):
    """Lowest level in the basis r^p exp(-beta r), analytic integrals."""
    def moment(n, s):
        return gamma(n + 1)/s**(n + 1)
    H, S = np.zeros((size, size)), np.zeros((size, size))
    s = 2*beta
    for i in range(size):
        for j in range(size):
            p, q = l + 1 + i, l + 1 + j
            n = p + q
            norm = sqrt(moment(2*p, s)*moment(2*q, s))
            kin = (p*q*moment(n-2, s) - beta*n*moment(n-1, s)
                   + beta**2*moment(n, s) + l*(l+1)*moment(n-2, s))/2
            pot = -moment(n-1, s) - (Z-1)*moment(n-1, s + mu)
            H[i, j], S[i, j] = (kin + pot)/norm, moment(n, s)/norm
    return float(eigh(H, S, eigvals_only=True)[0])


# Angular sums from explicit Gaunt coefficients.
for l in range(3):
    for lf in (l - 1, l + 1):
        if lf >= 0:
            total = sum(4*pi/3*float(gaunt(lf, 1, l, -m, 0, m))**2
                        for m in range(-min(l, lf), min(l, lf) + 1))
            assert abs(total - max(l, lf)/3) < 1e-12


# Hydrogen 1s against the closed-form cross section.
def hydrogen_closed(E):
    k = sqrt(2*E)
    return (512*pi**2/3*ALPHA*BOHR2_MB/(1 + k*k)**4
            * exp(-4*atan(k)/k)/(1 - exp(-2*pi/k)))


def hydrogen_numeric(E, h):
    r = make_grid(30.0, h)
    Ei, ui = bound_state(r, 0, 1, 1.0, 1.0, 30.0, -0.55, -0.45)
    uf, delta = continuum(r, 1, E, 1, 1.0)
    R = dipole_forms(r, ui, 0, uf, 1, E - Ei, 1, 1.0)[0]
    return cross_section(E - Ei, 0, 1, {1: R}), delta


print("HYDROGEN 1s CHECK")
for E in (0.1, 0.5, 2.0):
    value, delta = hydrogen_numeric(E, 0.01)
    closed = hydrogen_closed(E)
    assert abs(value/closed - 1) < 1e-6 and abs(sin(delta)) < 1e-6
    print(f"E={E:.1f} hartree: numeric {value:.6f}, closed {closed:.6f} Mb")
hyd_err = []
for h in (0.1, 0.05, 0.025):
    hyd_err.append(abs(hydrogen_numeric(0.5, h)[0]/hydrogen_closed(0.5) - 1))
    print(f"h={h:.3f} bohr, E=0.5 hartree: relative error {hyd_err[-1]:.2e}")
assert hyd_err[0]/hyd_err[2] > 64   # better than third order over two halvings

# Model atom: filled 2p subshell.
Z, MU, LI, NEL = 12, 2.0, 1, 6
R_MAX, R_TAIL, R_JOIN, H_FINE = 24.0, 12.0, 0.5, 0.0025
E_var = variational_energy(LI, Z, MU, 4.0, 9)


def model_bound(r):
    return bound_state(r, LI, Z, MU, R_JOIN, R_TAIL, E_var-0.2, E_var+0.2)


r = make_grid(R_MAX, H_FINE)
E2p, u2p = model_bound(r)
assert abs(E2p - E_var) < 1e-4      # small variational basis
assert np.all(u2p[1:int(8/H_FINE)] > 0)
print("MODEL ATOM")
print(f"Z={Z}, mu={MU} 1/bohr, electrons={NEL}, h={H_FINE} bohr")
print(f"grid end {R_MAX} bohr, bound tail end {R_TAIL} bohr")
print(f"2p energy: Numerov {E2p:.6f}, variational {E_var:.6f} hartree")
print(f"2p binding energy {-E2p*HARTREE_EV:.3f} eV")
print(f"2p mean radius {simpson(u2p**2*r, dx=H_FINE):.5f} bohr")


def model_sigma(r, Ei, ui, E):
    omega = E - Ei
    forms, phases = {}, {}
    for lf in (0, 2):
        uf, phases[lf] = continuum(r, lf, E, Z, MU)
        forms[lf] = dipole_forms(r, ui, LI, uf, lf, omega, Z, MU)
    sig = [cross_section(omega, LI, NEL, {lf: forms[lf][j] for lf in forms})
           for j in range(3)]
    return omega, forms, phases, sig


print("E, omega: hartree; R_s, R_d: bohr/sqrt(hartree); sigma: Mb")
print("E | omega | R_s | R_d | sigma_length | sigma_vel/sigma_len - 1")
for E in (0.1, 0.2, 0.5, 1.0, 2.0, 5.0, 10.0):
    omega, forms, phases, sig = model_sigma(r, E2p, u2p, E)
    size = max(abs(forms[lf][0]) for lf in forms)
    for lf in forms:
        assert abs(forms[lf][1] - forms[lf][0]) < 1e-5*size
        assert abs(forms[lf][2] - forms[lf][0]) < 1e-4*size
    print(f"{E:4.1f} {omega:8.4f} {forms[0][0]:9.5f} {forms[2][0]:9.5f} "
          f"{sig[0]:9.5f} {sig[1]/sig[0]-1:9.1e}")
    if E == 2.0:
        main = (omega, forms, phases, sig)
omega, forms, phases, sig = main
print("DETAIL AT E=2 hartree")
for lf, name in ((0, 's'), (2, 'd')):
    L, V, A = forms[lf]
    print(f"R_{name} length {L:.7f}, velocity {V:.7f}, accel. {A:.7f}")
    part = cross_section(omega, LI, NEL, {lf: L})
    print(f"{name}: phase {phases[lf]:.5f} rad (mod pi), sigma {part:.5f} Mb")
print(f"photon energy {omega*HARTREE_EV:.3f} eV, sigma {sig[0]:.5f} Mb")

# Mismatch of the forms compared with the actual discretization error.
mismatch = []
for h in (0.04, 0.02, 0.01):
    rc = make_grid(R_MAX, h)
    Ec, uc = model_bound(rc)
    sc = model_sigma(rc, Ec, uc, 2.0)[3]
    mismatch.append(abs(sc[1]/sc[0] - 1))
    print(f"h={h:.2f} bohr: |V/L-1| {mismatch[-1]:.2e}, "
          f"length error {abs(sc[0]/sig[0]-1):.2e}")
assert mismatch[0] > 10*mismatch[2]

# Matching radius: Coulomb functions versus free waves, d channel.
print("MATCHING RADIUS, d wave, E=0.2 hartree: sigma factor vs outermost")
raw = raw_wave(r, 2, 0.2, Z, MU)
reference = energy_factor(raw, r, 2, 0.2)[0]**2
dev_c, dev_f = [], []
for radius in (16.0, 18.0, 20.0, 22.0, 24.0):
    end = int(round(radius/H_FINE))
    dev_c.append(energy_factor(raw, r, 2, 0.2, end)[0]**2/reference - 1)
    dev_f.append(energy_factor(raw, r, 2, 0.2, end, False)[0]**2/reference - 1)
    print(f"r={radius:.0f} bohr: Coulomb {dev_c[-1]:.1e}, free {dev_f[-1]:.4f}")
assert max(map(abs, dev_c)) < 1e-6 and max(map(abs, dev_f)) > 1e-2

# Normalization from its meaning: level density in a large box.
BOX = 60.0
rb = make_grid(BOX, 0.005)


def wall_value(E):
    return float(raw_wave(rb, 2, E, Z, MU)[-1])


scan = np.linspace(1.65, 2.35, 36)
ends = [wall_value(float(E)) for E in scan]
levels = [brentq(wall_value, float(scan[i]), float(scan[i+1]), xtol=1e-12)
          for i in range(len(scan) - 1) if ends[i]*ends[i+1] < 0][:5]
assert len(levels) == 5
spacing = (8*(levels[3] - levels[1]) - (levels[4] - levels[0]))/12
ub, _ = continuum(rb, 2, levels[2], Z, MU)
box_norm = float(simpson(ub*ub, dx=rb[1]))
assert abs(box_norm*spacing - 1) < 1e-4
print(f"BOX of {BOX:.0f} bohr, d level at {levels[2]:.6f} hartree")
print(f"integral of u_E^2 {box_norm:.6f}, dn/dE {1/spacing:.6f} 1/hartree")

# Different final-state screening breaks the agreement by a known amount.
MU_F = 1.8
amp_L, amp_V = {}, {}
print(f"UNEQUAL POTENTIALS, final mu={MU_F} 1/bohr, E=2 hartree")
x = r[1:]
dV = potential(x, Z, MU_F) - potential(x, Z, MU)
for lf, name in ((0, 's'), (2, 'd')):
    uf, _ = continuum(r, lf, 2.0, Z, MU_F)
    amp_L[lf], amp_V[lf], _ = dipole_forms(r, u2p, LI, uf, lf, omega, Z, MU)
    predicted = integrate(uf[1:]*dV*x*u2p[1:], H_FINE)/omega
    gap = amp_L[lf] - amp_V[lf]
    assert abs(gap - predicted) < 1e-5*max(abs(amp_L[lf]), abs(amp_V[lf]))
    assert abs(gap) > 1e-3*abs(amp_L[lf])
    print(f"R_{name} gap {gap:.7f}, predicted {predicted:.7f} bohr/sqrt(hartree)")
s_L = cross_section(omega, LI, NEL, amp_L)
s_V = cross_section(omega, LI, NEL, amp_V)
print(f"sigma length {s_L:.5f} Mb, velocity {s_V:.5f} Mb")
print("OK")
```

Output:

```
HYDROGEN 1s CHECK
E=0.1 hartree: numeric 3.859648, closed 3.859648 Mb
E=0.5 hartree: numeric 0.931390, closed 0.931390 Mb
E=2.0 hartree: numeric 0.062873, closed 0.062873 Mb
h=0.100 bohr, E=0.5 hartree: relative error 8.77e-05
h=0.050 bohr, E=0.5 hartree: relative error 2.25e-06
h=0.025 bohr, E=0.5 hartree: relative error 2.96e-08
MODEL ATOM
Z=12, mu=2.0 1/bohr, electrons=6, h=0.0025 bohr
grid end 24.0 bohr, bound tail end 12.0 bohr
2p energy: Numerov -3.337853, variational -3.337851 hartree
2p binding energy 90.828 eV
2p mean radius 0.54023 bohr
E, omega: hartree; R_s, R_d: bohr/sqrt(hartree); sigma: Mb
E | omega | R_s | R_d | sigma_length | sigma_vel/sigma_len - 1
 0.1   3.4379   0.12786   0.14583   1.08867  -5.5e-08
 0.2   3.5379   0.12211   0.18342   1.56395  -3.6e-08
 0.5   3.8379   0.10788   0.26356   3.10780  -1.6e-08
 1.0   4.3379   0.09027   0.31375   4.78336  -8.8e-09
 2.0   5.3379   0.06701   0.28471   4.78299  -6.7e-09
 5.0   8.3379   0.03474   0.14980   2.06669  -8.3e-09
10.0  13.3379   0.01669   0.06484   0.62318  -1.4e-08
DETAIL AT E=2 hartree
R_s length 0.0670089, velocity 0.0670089, accel. 0.0670089
s: phase 1.26670 rad (mod pi), sigma 0.12890 Mb
R_d length 0.2847087, velocity 0.2847087, accel. 0.2847087
d: phase 0.92907 rad (mod pi), sigma 4.65408 Mb
photon energy 145.250 eV, sigma 4.78299 Mb
h=0.04 bohr: |V/L-1| 3.29e-04, length error 2.33e-03
h=0.02 bohr: |V/L-1| 2.47e-05, length error 1.11e-04
h=0.01 bohr: |V/L-1| 1.66e-06, length error 4.36e-06
MATCHING RADIUS, d wave, E=0.2 hartree: sigma factor vs outermost
r=16 bohr: Coulomb 1.5e-12, free -0.0077
r=18 bohr: Coulomb 9.1e-13, free 0.3958
r=20 bohr: Coulomb 3.1e-12, free -0.0584
r=22 bohr: Coulomb 4.7e-12, free 0.3552
r=24 bohr: Coulomb 0.0e+00, free -0.0381
BOX of 60 bohr, d level at 1.872600 hartree
integral of u_E^2 9.778634, dn/dE 9.778634 1/hartree
UNEQUAL POTENTIALS, final mu=1.8 1/bohr, E=2 hartree
R_s gap 0.0022558, predicted 0.0022558 bohr/sqrt(hartree)
R_d gap -0.0246140, predicted -0.0246140 bohr/sqrt(hartree)
sigma length 4.49052 Mb, velocity 5.29528 Mb
OK
```
